\section*{Why a Kohn-Sham defect eigenvalue is not a charge transition level}

\section*{Question}

I am studying a defect with one deep level in the gap, using a small spin-restricted Kohn-Sham model. The host is a ring of 20 two-site cells. Its site energies alternate between 0 and 4 eV, and neighbouring sites are coupled by a hopping of $-1$ eV. The bare bands are
\[
2\pm\sqrt{4+4\cos^2(k/2)}\ \text{eV},
\]
so the valence edge is at 0, the conduction edge is at 4 eV, and both occur at $k=\pi$. An interstitial orbital $d$ with site energy 2.6 eV is coupled to two adjacent host sites by $-0.6$ eV. The total energy is
\begin{equation}
E=\sum_j f_j\langle\psi_j|h|\psi_j\rangle+\tfrac12\sum_{ik}W_{ik}\,\delta_i\delta_k-\tfrac34 C n_d^{4/3}+\tfrac12KQ^2-gQ(n_d-1).
\label{model}
\end{equation}
Here $h$ holds the site energies and hoppings, and $n_i=\sum_j f_j|\psi_j(i)|^2$ is the density. The deviation $\delta_i$ is $n_i$ minus a reference, which is the density of the bare host on host sites and 1 on $d$. The interaction $W$ is 1 eV on a host site, 2 eV on $d$, and 0.3 eV between neighbours, including $d$ and its two partners. The other constants are $C=0.6$ eV, $K=4$ eV/\AA$^2$ and $g=1.5$ eV/\AA. The coordinate $Q$ describes the lattice around the defect.

The lowest 20 orbitals are full and the next one, the deep level, holds $f$ electrons, so $f=0,1,2$ are the charge states $+,0,-$. In the relaxed neutral defect the half-filled level lies at 2.11 eV. In the relaxed positive defect the same level, now empty, lies at 1.22 eV. Which of these is the $(+/0)$ charge transition level? I thought Janak's theorem made the eigenvalue an electron-addition energy.

\section*{Answer}

Neither is. Janak's theorem makes the eigenvalue the \emph{derivative} of the energy with respect to occupation, while a transition level is a \emph{difference} of energies between two integer occupations. The derivative must be integrated, and the two charge states also have different relaxed geometries.

\subsection*{What the transition level is}

Let $E(f,Q)$ be the self-consistent energy at fixed $f$ and $Q$, and let $Q_+,Q_0,Q_-$ be the coordinates that minimize it for $f=0,1,2$. With the valence edge as the zero of one-electron energy and $E_F$ as the Fermi level, the formation energy of charge state $q$ is
\[
E_{\rm form}(q)=E_q+qE_F+\text{const},
\]
where $E_+=E(0,Q_+)$, $E_0=E(1,Q_0)$ and $E_-=E(2,Q_-)$. The constant is the same for all charges. The $(+/0)$ level is the Fermi level at which $E_++E_F=E_0$, and the $(0/-)$ level is the one at which $E_0=E_--E_F$. Hence
\begin{equation}
T_{+/0}=E(1,Q_0)-E(0,Q_+),\qquad T_{0/-}=E(2,Q_-)-E(1,Q_0).
\label{thermo}
\end{equation}
In your spin-restricted model the neutral defect has one gap eigenvalue but two transition levels. One number cannot equal both unless they coincide.

\subsection*{What Janak's theorem gives}

Write the electronic part of (\ref{model}) as $\sum_j f_j\langle\psi_j|h|\psi_j\rangle+F[n]$. The Kohn-Sham operator is $H=h+\partial F/\partial n$, with $H\psi_j=\varepsilon_j\psi_j$. Change the occupation $f$ of the defect orbital $\psi$ at fixed $Q$, keeping the other occupations fixed. The energy changes through the explicit factor $f$ and through the response of all the orbitals:
\begin{align}
\frac{\partial E}{\partial f}
&=\langle\psi|h|\psi\rangle+\sum_i\frac{\partial F}{\partial n_i}|\psi(i)|^2
+\sum_j f_j\left[\langle\partial_f\psi_j|H|\psi_j\rangle+\langle\psi_j|H|\partial_f\psi_j\rangle\right]\notag\\
&=\langle\psi|H|\psi\rangle+\sum_j f_j\varepsilon_j\,\partial_f\langle\psi_j|\psi_j\rangle
=\varepsilon(f,Q).
\label{janak}
\end{align}
The last sum vanishes because the orbitals stay normalized. Integrating at fixed $Q$ gives the vertical level,
\begin{equation}
E(1,Q)-E(0,Q)=\int_0^1\varepsilon(f,Q)\,df .
\label{vertical}
\end{equation}
This requires the self-consistent solution to follow one continuous branch, with $f$ referring to the same level throughout.

At the geometry $Q_+$, self-consistent diagonalization gives the following eigenvalues.

\begin{center}
\begin{tabular}{lccccc}
$f$ & 0 & 0.25 & 0.50 & 0.75 & 1\\
$\varepsilon(f,Q_+)$ (eV) & 1.2179 & 1.4992 & 1.8112 & 2.1404 & 2.4737
\end{tabular}
\end{center}

The level rises by 1.26 eV as it fills. Simpson's rule gives
\[
\frac{1.2179+4(1.4992)+2(1.8112)+4(2.1404)+2.4737}{12}=1.823\ \text{eV}.
\]
The difference of the two total energies at $Q_+$ is also 1.823 eV. The empty-level eigenvalue is 0.605 eV below this vertical level, and the eigenvalue at $f=1$ in the same geometry is 0.651 eV above it.

The eigenvalue at $f=\tfrac12$, 1.811 eV, is much closer. Expanding about $f=\tfrac12$, the linear term integrates to zero and the quadratic term leaves
\[
\int_0^1\varepsilon\,df\simeq\varepsilon(\tfrac12)+\tfrac1{24}\varepsilon''(\tfrac12).
\]
The table gives $\varepsilon''\simeq(1.2179-2\times1.8112+2.4737)/0.5^2=0.277$ eV. The correction is therefore 0.012 eV, which accounts for the difference.

\subsection*{What the lattice adds}

Equation (\ref{vertical}) compares two charge states in one geometry, while (\ref{thermo}) lets each relax. Define the vertical addition level at $Q_+$ and the vertical removal level at $Q_0$:
\[
A=E(1,Q_+)-E(0,Q_+),\qquad R=E(1,Q_0)-E(0,Q_0).
\]
Subtracting $T_{+/0}$ from $A$ cancels $E(0,Q_+)$, and subtracting $R$ from $T_{+/0}$ cancels $E(1,Q_0)$:
\begin{align}
A-T_{+/0}&=E(1,Q_+)-E(1,Q_0)\equiv\lambda_0\ge0,\notag\\
T_{+/0}-R&=E(0,Q_0)-E(0,Q_+)\equiv\lambda_+\ge0.
\label{sandwich}
\end{align}
Both signs follow because $Q_0$ minimizes the neutral energy and $Q_+$ the positive one. Thus $R\le T_{+/0}\le A$, without any harmonic assumption. If a calculation is caught in a higher local minimum, the inequalities can fail.

The relaxed coordinates follow from $\partial E/\partial Q=KQ-g(n_d-1)=0$. The orbital response drops out of this force for the same reason as in (\ref{janak}). For the positive state $n_d=0.208$, so $Q_+=1.5(0.208-1)/4=-0.297$ \AA. For the neutral state $Q_0=0.009$ \AA. The total energies then give, in eV,
\[
A=1.823,\quad T_{+/0}=1.643,\quad R=1.471,\quad \lambda_0=0.180,\quad \lambda_+=0.172 .
\]

The route from either eigenvalue to the transition level is now explicit:
\begin{align*}
\text{empty level at }Q_+:&\quad 1.218+0.605-0.180=1.643\ \text{eV},\\
\text{half-filled level at }Q_0:&\quad 2.110-0.639+0.172=1.643\ \text{eV}.
\end{align*}
The first correction in each line is the occupation integral and the second is the relaxation. They have opposite signs because $\varepsilon$ rises with $f$ at fixed $Q$. If $\varepsilon$ fell with $f$ at fixed $Q$, they would have the same sign. A small total error can therefore be a cancellation and need not mean that either correction is small.

The vertical levels have a meaning of their own. Neglecting any interaction between the neutral defect and the band hole, $A$ is the energy needed to lift a valence-edge electron into the positive defect before the lattice moves. $R$ is the energy released when the electron of the relaxed neutral defect drops back to the valence edge. They differ by $\lambda_0+\lambda_+=0.352$ eV, and the thermodynamic level lies between them.

\subsection*{The same result as a single integral}

Now let the lattice relax at every fractional occupation, so that $Q=Q(f)$ and $\partial E/\partial Q=0$ all along the path. Then
\begin{equation}
\frac{d}{df}E(f,Q(f))=\varepsilon(f,Q(f))+\frac{\partial E}{\partial Q}\frac{dQ}{df}=\varepsilon(f,Q(f)),
\qquad
T_{+/0}=\int_0^1\varepsilon(f,Q(f))\,df .
\label{relaxed}
\end{equation}
Your two eigenvalues, 1.218 and 2.110 eV, are the end points of this integrand. Ten-point Gauss-Legendre integration between them gives 1.643 eV.

The slope of the integrand shows how electrons and lattice compete. Let
\[
\kappa=\left.\frac{\partial\varepsilon}{\partial f}\right|_Q,\qquad
a=\left.\frac{\partial\varepsilon}{\partial Q}\right|_f,\qquad
K_{\rm eff}=\left.\frac{\partial^2E}{\partial Q^2}\right|_f .
\]
Since $\varepsilon=\partial E/\partial f$, the mixed derivative $\partial^2E/\partial f\,\partial Q$ equals $a$. Differentiating the condition $\partial E/\partial Q=0$ along the path gives $a+K_{\rm eff}\,dQ/df=0$, and therefore
\begin{equation}
\frac{d\varepsilon}{df}\bigg|_{\rm relaxed}=\kappa+a\frac{dQ}{df}=\kappa-\frac{a^2}{K_{\rm eff}} .
\label{slope}
\end{equation}
At a stable geometry $K_{\rm eff}>0$, so relaxation can only lower the slope. In your model the force expression also gives $a=-g\,\partial n_d/\partial f$: the level moves with the lattice in proportion to the net density that filling it adds to $d$, including the response of the other orbitals.

Central differences at the relaxed neutral defect give $\kappa=1.354$ eV, $a=-1.196$ eV/\AA\ and $K_{\rm eff}=3.844$ eV/\AA$^2$. The relaxed slope is
\[
1.354-\frac{1.196^2}{3.844}=1.354-0.372=0.98\ \text{eV}.
\]
To leading order a unit change of $f$ moves the lattice by $\Delta Q=-a/K_{\rm eff}$. The relaxation energy is then $\tfrac12K_{\rm eff}\Delta Q^2=a^2/2K_{\rm eff}=0.186$ eV, close to the directly computed 0.180 and 0.172 eV.

\subsection*{Two levels, and a second case}

The second transition follows in the same way with $f$ running from 1 to 2. Its vertical addition level at $Q_0$ is 2.755 eV, its vertical removal level at $Q_-$ is 2.429 eV, and $T_{0/-}=2.597$ eV. Your neutral eigenvalue of 2.110 eV is thus 0.467 eV above $T_{+/0}$ and 0.487 eV below $T_{0/-}$. It lies near their mean because (\ref{relaxed}) averages the relaxed eigenvalue over the intervals on either side of $f=1$. A linear variation makes the two offsets equal and opposite. This rests on spin restriction. In a spin-polarized calculation the singly occupied level has separate occupied and empty eigenvalues (for the sodium $3s$ orbital below, $-3.089$ and $-2.237$ eV in LDA), and the two transitions are integrals over different spin orbitals.

The separation of the levels is the effective interaction,
\[
U_{\rm eff}=T_{0/-}-T_{+/0}=\int_0^1\left[\varepsilon(f+1,Q(f+1))-\varepsilon(f,Q(f))\right]df .
\]
Here it is 0.954 eV, close to the slope 0.98 eV at $f=1$. The two would be equal if the slope were constant.

Equation (\ref{slope}) shows that stronger coupling can reverse the sign. Take $g=3$ eV/\AA. If the electronic response of the neutral defect is unchanged, $a$ doubles to $-2.392$ eV/\AA. The electronic softening of the spring, $4-3.844=0.156$ eV/\AA$^2$, scales as $g^2$ and becomes 0.626, so $K_{\rm eff}\simeq3.374$ eV/\AA$^2$. The estimated slope is $1.354-2.392^2/3.374=-0.34$ eV.

The full calculation at this coupling gives $T_{+/0}=2.275$ eV and $T_{0/-}=1.920$ eV, so $U_{\rm eff}=-0.355$ eV. The neutral state is more stable than the positive one only for $E_F>T_{+/0}$, and more stable than the negative one only for $E_F<T_{0/-}$. Both conditions cannot hold, so the neutral state is never the ground state. The defect changes directly from $+$ to $-$ where $E_++E_F=E_--E_F$, that is, at
\[
E_F=\tfrac12(E_--E_+)=\tfrac12(T_{+/0}+T_{0/-})=2.098\ \text{eV}.
\]
The fixed-geometry curvature, which is positive, gives no sign of this.

\subsection*{Why the valence edge may still be read from an eigenvalue}

The zero of energy used above is itself an eigenvalue. This is justified because the edge state is extended. At $k=\pi$ the hopping terms from a site to its two neighbours cancel, so the edge state lies entirely on the lower-energy sites. Removing one electron from a ring of $L$ cells changes the density on each of those sites by $-1/L$. With frozen orbitals the interaction energy is
\[
\tfrac12\,L\,(1\ \text{eV})\,\frac1{L^2}=\frac{0.5\ \text{eV}}{L},
\]
and the removal level lies below the eigenvalue by this amount. For $L=20$ this is 0.025 eV. Orbital relaxation can only lower the energy of the ionized ring, and the self-consistent value is 0.0248 eV. For $L=80$ it is 0.0062 eV, four times smaller. The discrepancy vanishes for a large host, whereas that of the localized level does not.

This is a statement about one functional. If the functional puts the band edge in the wrong place, the computed transition levels inherit the error.

\subsection*{How much depends on the functional}

For a given system, the size of $\kappa$ depends on the approximation. A free sodium atom shows this without any lattice. Fill the spin-up $3s$ orbital from $f=0$ (the ion) to $f=1$ (the atom), in the def2-TZVP basis, with energies relative to vacuum.

\begin{center}
\begin{tabular}{lcccc}
 & $\varepsilon(0)$ & $\varepsilon(\tfrac12)$ & $\varepsilon(1)$ & $E(1)-E(0)$\\
LDA (eV) & $-6.800$ & $-5.436$ & $-3.089$ & $-5.346$\\
Hartree-Fock (eV) & $-4.936$ & $-4.942$ & $-4.947$ & $-4.942$
\end{tabular}
\end{center}

The LDA here is spin-polarized, with Slater exchange and VWN correlation. Its eigenvalue for the neutral atom misses its own total-energy difference by 2.26 eV, yet the eigenvalue integrated over $f$ reproduces $-5.346$ eV.

In Hartree-Fock theory, (\ref{janak}) holds with the density replaced by the density matrix. The self-repulsion $\tfrac12f^2J$ of the $3s$ electron is cancelled by its self-exchange, so the energy is linear in $f$ for any fixed set of orbitals. Minimizing over the orbitals takes the lower envelope of straight lines, which is concave. The eigenvalue must therefore fall with $f$, and it does so by 0.011 eV. LDA exchange, which varies as the $4/3$ power of the density, does not cancel the self-repulsion term by term, and a strong net positive curvature remains: $\varepsilon$ rises by 3.7 eV between $f=0$ and $f=1$. The rise is not monotonic, since $\varepsilon$ first dips to about $-7.05$ eV near $f=0.05$, so the curvature is negative at small $f$. Near-linearity does not make Hartree-Fock accurate, since it omits correlation.

For the exact functional at fixed nuclei, the energy between adjacent integer electron numbers is a straight line, provided the integer energies are convex in electron number. By (\ref{janak}) the eigenvalue of the level being filled is then constant for $0<f<1$ and equals the vertical level. End-point values must be taken as limits from inside this interval. The misreading thus becomes correct for the vertical level, but $\lambda_0$ and $\lambda_+$ still separate that from the thermodynamic level.

\subsection*{In a real supercell}

Compute $T$ from total energies of separately relaxed charge states, with the valence edge aligned to the host. Your model has a short-range interaction and needs no image-charge correction, but a charged cell with Coulomb forces does. If that correction adds $\Delta E(q)$ to the energy, then (\ref{janak}) requires adding $\partial\Delta E/\partial f=-\partial\Delta E/\partial q$ to the defect eigenvalue, because filling the level lowers $q$. An uncorrected eigenvalue of a charged cell therefore carries a finite-size error in addition to the occupation and relaxation corrections derived above. A correction that depends on $q$ alone applies to charge states in their own relaxed geometry. For the vertical levels $A$ and $R$ in a polar host, the ionic polarization stays frozen at that of the other charge state, so the correction depends on the geometry as well, and a neutral cell can need one too.
